**Hydrogen atom near a conducting wall: the inverse-cube coefficient**

The program tests the result $U(Z)=-C_3/Z^3+O(Z^{-5})$ with $C_3=1/4$ in atomic units, where $U$ is the interaction energy and $Z$ is the distance from the nucleus to an ideal conducting wall. It asserts that the image energy equals a numerical work integral for two electron positions, and that its symbolic expansion and 1s average give $1/4$. Direct quadrature of the unexpanded energy, diagonalization in a Laguerre basis and an integral over the atomic polarizability are asserted to agree with this coefficient within their stated tolerances. The diagonalization also gives the distortion coefficient 0.23699, compared with the analytic value $91/384$. At 1 nm the leading term gives an ideal-wall energy of −1.01 meV and an attractive force of 0.48 pN. A free-electron model with a rough aluminium plasmon energy of 15 eV reduces the energy magnitude by 54%, to 0.46 meV. The Casimir–Polder integral is an imported formula used to size the delay of light; the program asserts its long-distance limit but does not derive it.

## Numerical verification

```python
"""
Result under test: a 1s hydrogen atom at distance Z from a perfectly
conducting plane has U(Z) = -C3/Z^3 + O(Z^-5), C3 = 1/4 (atomic units),
when Z is large against the Bohr radius and light delay is negligible.

Symbols: Z = nucleus-wall distance; (x, y, z) = electron relative to the
nucleus, z away from the wall; r = electron-nucleus distance;
u = z/r; W = electrostatic image energy; alpha = dipole polarizability;
omega_s = surface-plasmon frequency of a free-electron metal.
Atomic units are used internally; the example is printed in nm, meV, pN.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammaln, roots_laguerre


def image_energy(Z, rho_squared, z):
    return (-1 / (4 * Z) - 1 / (4 * (Z + z))
            + 1 / np.sqrt(rho_squared + (2 * Z + z)**2))


# Image energy against the work done by Coulomb forces on a rigid pair.
def normal_force(height, x, y, z):
    charges = [(1.0, 0.0, 0.0, height), (-1.0, x, y, height + z)]
    force = 0.0
    for q1, x1, y1, h1 in charges:
        for q2, x2, y2, h2 in charges:
            distance = np.sqrt((x1 - x2)**2 + (y1 - y2)**2 + (h1 + h2)**2)
            force -= q1 * q2 * (h1 + h2) / distance**3
    return force


for x, y, z in [(0.7, -0.4, 1.1), (1.2, 0.3, -0.8)]:
    work = quad(normal_force, 5, np.inf, args=(x, y, z),
                epsabs=1e-12, epsrel=1e-10)[0]
    assert abs(work - image_energy(5.0, x*x + y*y, z)) < 1e-9

# Symbolic expansion in t = 1/Z, followed by the 1s average.
t, rs, us = sp.symbols("t r u", real=True)
W_symbolic = (-t/4 - t/(4*(1 + rs*us*t))
              + t/sp.sqrt(rs**2*(1-us**2)*t**2 + (2+rs*us*t)**2))
coefficients = []
derivative = W_symbolic
for order in range(1, 6):
    derivative = sp.diff(derivative, t)
    coefficients.append(sp.expand(sp.simplify(
        derivative.subs(t, 0) / sp.factorial(order))))
assert coefficients[0] == 0 and coefficients[1] == 0
assert sp.simplify(coefficients[2] + rs**2*(1 + us**2)/16) == 0


def average_1s(polynomial):
    angular = sp.expand(sp.integrate(sp.expand(polynomial), (us, -1, 1))/2)
    total = sp.Integer(0)
    for (power,), coefficient in sp.Poly(angular, rs).terms():
        # Integral of 4 r^(power+2) exp(-2r) from zero to infinity.
        total += coefficient*4*sp.factorial(power+2)/2**(power+3)
    return sp.simplify(total)


C3_exact = -average_1s(coefficients[2])
C5_exact = -average_1s(coefficients[4])
assert C3_exact == sp.Rational(1, 4)
assert average_1s(coefficients[3]) == 0
assert C5_exact == sp.Rational(9, 8)
C3, C5 = float(C3_exact), float(C5_exact)
r2_quadrature = quad(lambda r: 4*r**4*np.exp(-2*r), 0, np.inf)[0]
assert abs(r2_quadrature/12 - C3) < 1e-9

# Average of the unexpanded image energy. The sphere stops one bohr before
# the wall, excluding its singularity and only an exponentially small tail.
nodes, weights = np.polynomial.legendre.leggauss(180)


def direct_average(Z):
    radius = (Z - 1)*(nodes + 1)/2
    radial_weight = weights*(Z - 1)/2*4*radius**2*np.exp(-2*radius)
    R, U = radius[:, None], nodes[None, :]
    measure = radial_weight[:, None]*weights[None, :]/2
    energy = np.sum(measure*image_energy(Z, R*R*(1-U*U), R*U))
    cross = np.sum(measure/np.sqrt(R*R*(1-U*U)+(2*Z+R*U)**2))
    return energy, cross


direct_values = {}
for Z in (20.0, 40.0):
    energy, cross = direct_average(Z)
    direct_values[Z] = -energy*Z**3
    # The allowance covers the first omitted terms of the asymptotic series.
    assert abs(-energy*Z**3 - C3 - C5/Z**2) < 20/Z**4
    assert abs(cross - 1/(2*Z)) < 1e-11
step = 0.01
numerical_force = -(direct_average(20+step)[0]
                    - direct_average(20-step)[0])/(2*step)
series_force = -3*C3/20**4 - 5*C5/20**6
assert abs(numerical_force/series_force - 1) < 1e-3

# Orthonormal Laguerre basis for radial hydrogen functions.
lag_x, lag_w = roots_laguerre(60)
radius_lag = lag_x/2


def radial_basis(ell, size):
    functions, slopes = [], []
    a = 2*ell + 2
    for n in range(size):
        norm = np.sqrt(2)*np.exp((gammaln(n+1)-gammaln(n+a+1))/2)
        poly = eval_genlaguerre(n, a, lag_x)
        dpoly = (-eval_genlaguerre(n-1, a+1, lag_x)
                 if n else np.zeros_like(lag_x))
        functions.append(norm*lag_x**(ell+1)*poly)
        slopes.append(2*norm*(((ell+1)*lag_x**ell-lag_x**(ell+1)/2)*poly
                              + lag_x**(ell+1)*dpoly))
    return np.array(functions), np.array(slopes)


def matrix(left, right, factor=1.0):
    return (left*(lag_w/2*factor)) @ right.T


def hydrogen_matrix(ell, functions, slopes):
    potential = ell*(ell+1)/(2*radius_lag**2) - 1/radius_lag
    return matrix(slopes, slopes)/2 + matrix(functions, functions, potential)


# Energy of the atom in the leading image perturbation, by diagonalization.
size = 12
s_basis, s_slope = radial_basis(0, size)
d_basis, d_slope = radial_basis(2, size)
assert np.allclose(matrix(s_basis, s_basis), np.eye(size), atol=1e-8)
zero = np.zeros((size, size))
H0 = np.block([[hydrogen_matrix(0, s_basis, s_slope), zero],
               [zero, hydrogen_matrix(2, d_basis, d_slope)]])
r_squared = radius_lag**2
coupling = -matrix(s_basis, d_basis, r_squared)/(24*np.sqrt(5))
perturbation = np.block([
    [-matrix(s_basis, s_basis, r_squared)/12, coupling],
    [coupling.T, -matrix(d_basis, d_basis, r_squared)*(4/3+4/21)/16]])


def ground_energy(strength):
    return eigh(H0 + strength*perturbation, eigvals_only=True)[0]


strength = 1e-3
E_plus, E_zero, E_minus = map(ground_energy, (strength, 0.0, -strength))
C3_diagonal = -(E_plus-E_minus)/(2*strength)
C6_distortion = -(E_plus+E_minus-2*E_zero)/(2*strength**2)
assert abs(E_zero + 0.5) < 1e-9
assert abs(C3_diagonal - C3) < 1e-4
assert abs(C6_distortion - 91/384) < 1e-3


# Dipole spectrum for an independent frequency-integral calculation.
def dipole_spectrum(size):
    functions, slopes = radial_basis(1, size)
    energies, vectors = eigh(hydrogen_matrix(1, functions, slopes))
    ground = (2*radius_lag)[None, :]
    moments = matrix(functions, ground, radius_lag)[:, 0]/np.sqrt(3)
    return energies + 0.5, (vectors.T @ moments)**2


omega, strength_z = dipole_spectrum(24)
freq_x, freq_w = np.polynomial.legendre.leggauss(500)


def frequency_integral(factor, scale=1.0):
    xi = scale*(1+freq_x)/(1-freq_x)
    dxi = scale*2*freq_w/(1-freq_x)**2
    alpha = np.sum(2*omega[:, None]*strength_z[:, None]
                   / (omega[:, None]**2 + xi**2), axis=0)
    return np.sum(dxi*alpha*factor(xi))/(4*np.pi)


alpha_static = np.sum(2*strength_z/omega)
C3_frequency = frequency_integral(lambda xi: np.ones_like(xi))
assert abs(alpha_static - 4.5) < 1e-7
assert abs(C3_frequency - C3) < 1e-5

# Example inputs: rough values for clean aluminium; wall offset is a trial.
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0]*1e9
hartree_J = const.physical_constants["Hartree energy"][0]
distance_nm, temperature_K = 1.0, 300.0
plasmon_eV, work_function_eV, offset_nm = 15.0, 4.3, 0.05
Z = distance_nm/bohr_nm
ideal_meV = -C3/Z**3*hartree_eV*1000
force_pN = 3*C3/Z**4*hartree_J/(bohr_nm*1e-9)*1e12
thermal_meV = const.k*temperature_K/const.e*1000
C3_eV_nm3 = C3*hartree_eV*bohr_nm**3

# Finite metal response, from state sum and from frequency integral.
surface_eV = plasmon_eV/np.sqrt(2)
omega_s = surface_eV/hartree_eV


def metal_sum(frequencies, strengths):
    return np.sum(strengths*omega_s/(omega_s+frequencies))/4


C3_metal = metal_sum(omega, strength_z)
C3_metal_integral = frequency_integral(
    lambda xi: omega_s**2/(omega_s**2+xi**2))
assert abs(C3_metal-C3_metal_integral) < 1e-5
assert abs(C3_metal-metal_sum(*dipole_spectrum(16))) < 1e-5

# Casimir-Polder integral: a standard imported formula, used for sizing only.
light_speed = 1/const.fine_structure


def delayed_coefficient(separation, scale=1.0):
    def factor(xi):
        q = xi*separation/light_speed
        return np.exp(-2*q)*(1+2*q+2*q*q)
    return frequency_integral(factor, scale)


far = 1e5
far_limit = 3*light_speed*alpha_static/(8*np.pi*far)
assert abs(delayed_coefficient(far, light_speed/far)/far_limit-1) < 1e-4
delay_loss = 100*(1-delayed_coefficient(Z)/C3)
metal_loss = 100*(1-C3_metal/C3)
offset_gain = 100*((1-offset_nm/distance_nm)**-3-1)
multipole_gain = 100*C5/(C3*Z**2)
distortion_gain = 100*C6_distortion/(C3*Z**3)
tunnel_factor = np.exp(-2*np.sqrt(2*work_function_eV/hartree_eV)*Z)
mass_ratio = const.m_e/const.m_p
mass_gain = 100*((1+mass_ratio)**2-1)

print(f"mean r squared, 1s: {r2_quadrature:.6f} bohr^2")
print(f"C3, symbolic average: {C3_exact} atomic units")
print(f"C3, diagonalization: {C3_diagonal:.6f} atomic units")
print(f"C3, frequency integral: {C3_frequency:.6f} atomic units")
for separation, value in direct_values.items():
    print(f"-U Z^3, direct, Z={separation:.0f} bohr: {value:.6f} a.u.")
print(f"C5, next multipole: {C5:.6f} atomic units")
print(f"C6, atomic distortion: {C6_distortion:.6f} atomic units")
print(f"static polarizability: {alpha_static:.6f} atomic units")
print(f"example distance: {distance_nm:.2f} nm = {Z:.4f} bohr")
print(f"C3, converted: {C3_eV_nm3:.6e} eV nm^3")
print(f"ideal-wall energy: {ideal_meV:.4f} meV")
print(f"ideal-wall attractive force: {force_pN:.4f} pN")
print(f"temperature: {temperature_K:.0f} K")
print(f"thermal energy: {thermal_meV:.3f} meV")
print(f"energy magnitude / thermal energy: {-ideal_meV/thermal_meV:.4f}")
print(f"rough Al bulk plasmon energy: {plasmon_eV:.1f} eV")
print(f"derived surface plasmon energy: {surface_eV:.3f} eV")
print(f"C3, finite metal response: {C3_metal:.5f} atomic units")
print(f"energy, finite metal response: {ideal_meV*C3_metal/C3:.4f} meV")
print(f"reduction by finite response: {metal_loss:.2f} percent")
print(f"trial wall-plane offset: {offset_nm:.3f} nm toward atom")
print(f"increase by wall offset: {offset_gain:.2f} percent")
print(f"reduction by light delay, ideal wall: {delay_loss:.2f} percent")
print(f"increase by next multipole: {multipole_gain:.3f} percent")
print(f"increase by atomic distortion: {distortion_gain:.4f} percent")
print(f"rough Al work function: {work_function_eV:.1f} eV")
print(f"tunnelling exponential factor: {tunnel_factor:.2e} (no unit)")
print(f"increase by finite proton mass: {mass_gain:.3f} percent")
print("checks complete")
```

It prints:

```
mean r squared, 1s: 3.000000 bohr^2
C3, symbolic average: 1/4 atomic units
C3, diagonalization: 0.250001 atomic units
C3, frequency integral: 0.250000 atomic units
-U Z^3, direct, Z=20 bohr: 0.252886 a.u.
-U Z^3, direct, Z=40 bohr: 0.250708 a.u.
C5, next multipole: 1.125000 atomic units
C6, atomic distortion: 0.236986 atomic units
static polarizability: 4.500000 atomic units
example distance: 1.00 nm = 18.8973 bohr
C3, converted: 1.008078e-03 eV nm^3
ideal-wall energy: -1.0081 meV
ideal-wall attractive force: 0.4845 pN
temperature: 300 K
thermal energy: 25.852 meV
energy magnitude / thermal energy: 0.0390
rough Al bulk plasmon energy: 15.0 eV
derived surface plasmon energy: 10.607 eV
C3, finite metal response: 0.11465 atomic units
energy, finite metal response: -0.4623 meV
reduction by finite response: 54.14 percent
trial wall-plane offset: 0.050 nm toward atom
increase by wall offset: 16.64 percent
reduction by light delay, ideal wall: 4.30 percent
increase by next multipole: 1.260 percent
increase by atomic distortion: 0.0140 percent
rough Al work function: 4.3 eV
tunnelling exponential factor: 5.92e-10 (no unit)
increase by finite proton mass: 0.109 percent
checks complete
```
